# Airy matching and WKB for the image-rounded barrier of a lithography tip

A field-emission lithography calculation needs a transmission probability at every electron energy, and one has to decide whether a WKB formula will do or whether the wave equation must be solved. For the planar tip treated here, with a band 10 eV deep and a field of 30 MV/cm, WKB overestimates the current density by about 8%. As the band depth goes from 5 to 15 eV, this error runs from about −23% to +32%, and where that is acceptable WKB is a reasonable choice. For electrons excited to the barrier top, again with the 10 eV band and 30 MV/cm, the simplest WKB formula is too large by a factor of 3.5 and its standard improvement by a factor of 1.8. These factors belong to the classical image potential cut sharply at the band bottom; a smoother surface barrier reduces them to about 2.3–2.8 and 1.2–1.4. There the wave equation is worth solving, and straight pieces of potential make that cheap.

## One straight piece, by hand

Measure the energy $E$ of motion along $x$ from the tip's Fermi level. The tip is a free-electron metal with its band bottom at $-D$, and vacuum begins at $x=0$. With work function $\phi$ and force $F$ (the field times the elementary charge), the bare barrier is

$$V(x)=\phi-Fx,\qquad x>0 .$$

Let $\kappa_0=2m/\hbar^2=26.247\ \mathrm{eV^{-1}\,nm^{-2}}$, with $m$ the free-electron mass. The wave equation is $\psi''=\kappa_0(V-E)\psi$. Set $b=(\kappa_0F)^{1/3}$ and

$$\zeta=\frac{\kappa_0(\phi-E)}{b^2}-bx .$$

Since $d\zeta/dx=-b$, we have $\psi''=b^2\,d^2\psi/d\zeta^2$. Also $\kappa_0(V-E)=b^2\zeta$, because $\kappa_0F=b^3$. What remains is Airy's equation, $d^2\psi/d\zeta^2=\zeta\psi$, with solutions $\mathrm{Ai}$ and $\mathrm{Bi}$.

Far from the tip $\zeta\to-\infty$, where $\mathrm{Ai}$ and $\mathrm{Bi}$ behave as the sine and cosine of the same phase, $\frac23|\zeta|^{3/2}+\frac{\pi}{4}$, with equal amplitudes. This phase grows with $x$, so the wave leaving the tip is $\psi=\mathrm{Bi}+i\,\mathrm{Ai}$. Its flux, up to the common factor $\hbar/m$, is

$$\mathrm{Im}(\psi^*\psi')=-b(\mathrm{Bi}\,\mathrm{Ai}'-\mathrm{Ai}\,\mathrm{Bi}')=\frac b\pi ,$$

from the Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi$.

In the metal, $\psi=Ae^{ikx}+Be^{-ikx}$ with $k=\sqrt{\kappa_0(E+D)}$. At $x=0$, $\psi=A+B$ and $\psi'/(ik)=A-B$, so $A=\frac12[\psi+\psi'/(ik)]$. The transmission is outgoing flux over incident flux:

$$T=\frac{b/\pi}{k|A|^2}=\frac{4b/(\pi k)}{\left(\mathrm{Bi}-\frac bk\mathrm{Ai}'\right)^2+\left(\mathrm{Ai}+\frac bk\mathrm{Bi}'\right)^2}\Bigg|_{x=0}.$$

For a thick barrier $\zeta(0)=\zeta_0$ is large and $\mathrm{Ai}$ is negligible. Then $\mathrm{Bi}\simeq e^{\xi}/(\sqrt\pi\,\zeta_0^{1/4})$ and $\mathrm{Bi}'\simeq\zeta_0^{1/4}e^{\xi}/\sqrt\pi$, with $\xi=\frac23\zeta_0^{3/2}$. Writing $\kappa=b\sqrt{\zeta_0}=\sqrt{\kappa_0(\phi-E)}$ gives

$$T\simeq\frac{4k\kappa}{k^2+\kappa^2}\,e^{-2\xi},\qquad \xi=\frac{2\kappa^3}{3\kappa_0F}.$$

Take $\phi=4.5$ eV, $D=10$ eV, $F=3$ eV/nm (a field of 30 MV/cm) and $E=0$. Then $k=16.20$ and $\kappa=10.87\ \mathrm{nm^{-1}}$, the prefactor is 1.85 and $\xi=10.87$, so $T\simeq6.7\times10^{-10}$. The full Airy expression gives $6.70\times10^{-10}$.

## Rounding the barrier

An electron at distance $x$ from a plane metal is attracted by its image, a distance $2x$ away, with force $e^2/[4\pi\epsilon_0(2x)^2]$. Integrating this force from $x$ to infinity gives the energy $-C/x$ with $C=e^2/(16\pi\epsilon_0)=0.3600$ eV nm. The barrier becomes

$$V(x)=\phi-Fx-\frac Cx .$$

The classical image diverges at the surface, so the curve is cut where it meets the band bottom, $V(x_c)=-D$. Here $x_c=0.025$ nm.

Setting $V'=-F+C/x^2=0$ gives the top:

$$x_0=\sqrt{C/F}=0.346\ \mathrm{nm},\qquad V_t=\phi-2\sqrt{CF}=2.42\ \mathrm{eV}.$$

The curvature there is $|V''|=2C/x_0^3=2F/x_0=17.3\ \mathrm{eV/nm^2}$.

## Joining many pieces

Choose nodes $x_0^{\rm mesh}=x_c<\dots<x_N^{\rm mesh}$ and replace $V$ between neighbours by its chord. On a chord with slope $s$ and left-hand value $V_1$ at $x_1$, let $a=(\kappa_0s)^{1/3}$, the real root with the sign of $s$, and

$$\zeta=a(x-x_1)+\frac{\kappa_0(V_1-E)}{a^2}.$$

The argument used for the triangle again gives Airy's equation, so $\psi=\alpha\,\mathrm{Ai}(\zeta)+\beta\,\mathrm{Bi}(\zeta)$ and $\psi'=a(\alpha\,\mathrm{Ai}'+\beta\,\mathrm{Bi}')$. Suppose $\psi_2,\psi_2'$ are known at the right end. Multiplying the first relation by $\mathrm{Bi}'$, the second by $\mathrm{Bi}/a$, and subtracting leaves $\alpha$ times the Wronskian. Eliminating $\alpha$ in the same way gives $\beta$:

$$\alpha=\pi\left(\psi_2\mathrm{Bi}_2'-\frac{\psi_2'}a\mathrm{Bi}_2\right),\qquad
\beta=\pi\left(\frac{\psi_2'}a\mathrm{Ai}_2-\psi_2\mathrm{Ai}_2'\right).$$

The algorithm for one energy is then:

1. Extend the last chord to infinity. Its slope is negative, so start at the last node with $\psi=\mathrm{Bi}+i\mathrm{Ai}$, $\psi'=a(\mathrm{Bi}'+i\mathrm{Ai}')$ and flux $-a/\pi$.
2. On each chord, from right to left, find $\alpha,\beta$ and evaluate $\psi,\psi'$ at the left end. Both are continuous, because the potential has no infinite jump, and so they pass unchanged to the next chord.
3. At $x_c$ form $A=\frac12[\psi+\psi'/(ik)]$ and $T=(-a_{\rm last}/\pi)/(k|A|^2)$.

Two numerical points matter. For positive $\zeta$ the functions overflow or underflow, so one stores $\mathrm{Ai}\,e^{\xi}$ and $\mathrm{Bi}\,e^{-\xi}$ with $\xi=\frac23\zeta^{3/2}$. The products in step 2 pair one $\mathrm{Ai}$ with one $\mathrm{Bi}$, so they need only differences of $\xi$ across a chord. Near the top the slope may almost vanish and $\zeta$ becomes huge. If $|a|h<0.002$ on a chord of length $h$, use its mean potential $\bar V$ and $q^2=\kappa_0(\bar V-E)$ instead:

$$\psi_1=\psi_2\cosh qh-\frac{\psi_2'}q\sinh qh,\qquad
\psi_1'=\psi_2'\cosh qh-q\psi_2\sinh qh .$$

If $q$ is imaginary these become cosines and sines.

The Airy functions solve each chord exactly, so the approximation lies in the chord itself. Its largest departure from a smooth curve is about $|V''|h^2/8$. The first-order change of $T$ is linear in this departure, so the error falls as $N^{-2}$. Nodes equally spaced in $\ln x$ make $h$ proportional to $x$, which suits the steep image potential. With nodes from $x_c$ to 10 nm, the transmission at the top is 0.28267, 0.28218, 0.28205 and 0.28202 for 100, 200, 400 and 800 chords. Successive changes shrink by about four. The last change is $3\times10^{-5}$, so the remaining chord error is about a third of that, $1\times10^{-5}$.

## The WKB side

WKB needs the action between the turning points, where $V=E$:

$$K=\int_{x_-}^{x_+}\sqrt{\kappa_0(V-E)}\,dx .$$

Put $H=\phi-E>0$, $x_m=H/(2F)$ and $\delta^2=x_m^2-C/F$. Completing the square gives

$$V-E=H-Fx-\frac Cx=\frac Fx\left[\delta^2-(x-x_m)^2\right].$$

The turning points are $x_m\pm\delta$. With $x=x_m+\delta t$, one factor $\delta$ comes from the root and one from $dx$:

$$K=\sqrt{\kappa_0F}\;\delta^2\int_{-1}^{1}\sqrt{\frac{1-t^2}{x_m+\delta t}}\,dt .$$

Replacing $\delta$ by $-\delta$ and $t$ by $-t$ changes nothing, so $K$ contains $\delta$ only through $\delta^2$. It therefore continues smoothly through the top, above which $\delta^2$ and $K$ are negative. Gauss–Chebyshev quadrature with 60 nodes gives the values used below.

Simple WKB is $T=e^{-2K}$ below the top and $T=1$ above it. The improved form comes from the inverted parabola $V=V_t-\frac12|V''|y^2$, where $y$ is the distance from the top. With $\Delta=V_t-E>0$, its action is a half-ellipse area:

$$K=\sqrt{\kappa_0\Delta}\;\frac\pi2\sqrt{\frac{2\Delta}{|V''|}}=\frac{\pi\Delta}{\hbar\omega},\qquad \hbar\omega=\sqrt{\frac{2|V''|}{\kappa_0}} .$$

For our barrier $\hbar\omega=1.15$ eV.

To find the parabola's transmission, scale length so that $\psi''+(y^2+2\epsilon)\psi=0$ with $\epsilon=-\Delta/\hbar\omega$. At large $y$ the phase is $\int\sqrt{y^2+2\epsilon}\,dy\simeq y^2/2+\epsilon\ln y$, so the transmitted wave is $t\,y^{i\epsilon-1/2}e^{iy^2/2}$. Continue it to negative $y$ along a large half-circle in the upper half-plane. The exponential decays in the first quadrant and grows in the second. Any companion term arising in the second quadrant is exponentially smaller there and cannot change its coefficient. On arrival $y$ has gained the factor $e^{i\pi}$, which multiplies the amplitude by $e^{-\pi\epsilon}$ in magnitude. For negative $y$ this term travels left, so it is the reflected wave, and the reflected-to-transmitted flux ratio is $e^{-2\pi\epsilon}=e^{2K}$. Flux conservation gives Kemble's formula,

$$T_{\rm K}=\frac1{1+e^{2K}} .$$

It tends to $e^{-2K}$ for a thick barrier and equals $\frac12$ at the top. For another barrier it is an approximation, in which the true $K$ replaces that of the parabola.

## Reading the comparison

The first row is the Fermi level; Airy values use 800 chords.

| $E-V_t$ (eV) | Airy | simple WKB | Kemble |
|---:|---:|---:|---:|
| −2.42 | 1.15e−7 | 1.30e−7 | 1.30e−7 |
| −1.00 | 0.00157 | 0.00263 | 0.00262 |
| −0.50 | 0.0282 | 0.0576 | 0.0544 |
| −0.25 | 0.101 | 0.247 | 0.198 |
| 0 | 0.282 | 1 | 0.500 |
| 0.50 | 0.750 | 1 | 0.931 |
| 1.00 | 0.896 | 1 | 0.993 |

At the Fermi level $K=7.927$, and both WKB forms exceed the Airy value by 14%. Rounding has multiplied the triangular barrier's transmission by 171. The smaller action alone would give a factor $e^{2(10.868-7.927)}\simeq360$. The prefactor acts the other way, falling from about 1.84 to 0.88.

Kemble's formula removes the false value of one at the top, but it remains nearly twice the Airy result there and just below. Its use for another barrier rests on joining the parabola's solution to WKB waves on each side. Outside the neighbourhood of the top, the local wavenumber $k(x)$ must therefore change little over a wavelength, that is, $|k'|/k^2\ll1$, all the way into the metal and out into the vacuum. At $E=V_t$ the completed square gives, on the metal side,

$$k(x)=\sqrt{\kappa_0F}\,\frac{x_0-x}{\sqrt x},\qquad
\frac{|k'|}{k^2}=\frac{x_0+x}{2\sqrt{\kappa_0F}\,\sqrt x\,(x_0-x)^2}.$$

With $u=x/x_0$, setting the logarithmic derivative to zero gives $3u^2+6u-1=0$, so the minimum is at $u=0.155$, or $x=0.054$ nm. The ratio there is 1.14. It is nowhere small between metal and barrier, so the condition for Kemble's formula fails on that side. Since $x_0\propto F^{-1/2}$, the minimum varies as $F^{1/4}$, and a sixteenfold smaller field halves it. The transmission at the top is then 0.437, so Kemble's value is only 14% too large. The ratio warns of an error but does not measure its size.

Two further calculations locate the effect. A barrier $V_0/\cosh^2(x/w)$ with flat potential on both sides, the same top curvature and the same height above the left-hand level ($V_0=12.42$ eV, $w=1.20$ nm) was solved with the same chord method. It transmits 0.509 at its top, close to Kemble's 0.5. Top curvature and height alone therefore do not produce the value 0.282. Next, at fixed $\phi$ and $F$, the band depth was changed from 5 to 15 eV. This leaves $K$ unchanged, yet $T$ falls from 0.308 to 0.271 at the top and from $1.60\times10^{-7}$ to $0.94\times10^{-7}$ at the Fermi level. No formula containing $K$ alone can reproduce that change. At the Fermi level the WKB value, $1.30\times10^{-7}$, is 19% too small for the shallowest band and 39% too large for the deepest, so its smaller error at 10 eV is partly a fortunate cancellation.

## From transmission to writing current

The current density is $J=2e\int v_xfT\,d^3k/(2\pi)^3$, with $f$ the Fermi function and the factor 2 for spin. Use $v_xdk_x=dE/\hbar$ and, for transverse energy $E_\perp$, $d^2k_\perp=\pi\kappa_0dE_\perp$. Integrating $f$ over $E_\perp$ gives a logarithm:

$$J=\frac{em}{2\pi^2\hbar^3}\int T(E)\,k_B\Theta\ln\left(1+e^{-E/k_B\Theta}\right)dE .$$

Energies here are in joules and $\Theta$ is the temperature. Simpson integration from −3.5 to 3.5 eV in steps of 0.01 eV, with 400 chords, gives 35.5 A/cm² at 300 K. Both WKB forms give 38.2 A/cm². Their agreement reflects where the electrons come from: the share emitted from above $V_t-0.5$ eV is below $10^{-28}$. The poor near-top values matter if electrons are excited there, or if the field lowers the top almost to the Fermi level. In this model the two meet at $F=\phi^2/(4C)$, a field of 141 MV/cm.

The parameters are rough values for a metal tip a few nanometres from a sample, with a bias of several volts. The calculated 35.5 A/cm² is only 0.36 pA per square nanometre, so drawing a nanoampere from a few square nanometres would need a higher field. Of the simplifications tested here, the flat tip costs most at the Fermi level. For a sphere of radius $R=10$ nm with the same surface field, the potential is

$$V=\phi-\frac{Fx}{1+x/R}-\frac C{x(1+x/2R)},$$

where the last term is the image energy of a grounded sphere. For zero angular momentum the radial function obeys the same one-dimensional equation. The Fermi-level transmission falls to 0.06 of its planar value, mainly because the field weakens before the electron leaves the barrier.

A sample 3 nm away at 9 V keeps the mean field at 30 MV/cm. It adds repeated images in both metals, replacing $1/x$ by $1/x+\sum_{n\ge1}[1/(nd-x)+1/(nd+x)-2/(nd)]$ for gap $d$, and it reflects the emerging wave. With a sample of equal work function and band depth, $T$ is multiplied by 1.39 at the Fermi level and 0.84 at the top. These two factors belong to this exact gap: the reflected wave interferes with the emerging one, so a change of 0.1 nm in $d$ at fixed field can shift them by tens of per cent, and even move the factor at the top from below one to above it. The corrections for tip shape and sample were computed separately and should not simply be multiplied together. Their effect on the current density is a better guide than a single energy. With the 10 eV band and the same field, the sample multiplies the current density by 1.31, 1.59 and 1.29 for gaps of 2.9, 3.0 and 3.1 nm, and the curvature of the 10 nm tip multiplies it by 0.04 (an estimate that puts the zero-angular-momentum transmission into the planar current integral). Both effects exceed the 8% WKB error, so in this example tip shape and sample deserve attention before the WKB prefactor.

At the Fermi level as well as near the top, the result also depends on the potential within about 0.1 nm of the metal, where the classical image is not reliable. As an example, saturate the image as $-C(1-e^{-\lambda x})/x$ and join it smoothly to a tail that decays to the band bottom inside the metal (the Jones–Jennings–Jepsen form). For $\lambda$ from 17 to 30 nm⁻¹ the top energy hardly moves, but the transmission there is 0.43 to 0.36, so Kemble's value is too large by only 1.2 to 1.4. The current density is then 22 to 30 A/cm² and the WKB error in it 1% to 15%. The Airy values in the table are converged properties of the cut-image model, and a real apex may differ appreciably.
